# Cutoff powers for finite and bounded core polarization potentials

## Result

For one valence electron at distance $r$ from a polarizable core, consider

$$V_n(r)=-\frac{\alpha}{2r^4}\left(1-e^{-gr^2}\right)^n,\qquad \alpha>0,\quad g>0,\quad n\ge 0 .$$

Here $\alpha$ is the static dipole polarizability of the core and $g$ sets the cutoff radius. Hartree atomic units are used.

- Matrix elements between smooth s functions that are nonzero at the nucleus are finite if and only if $n>1/2$. The smallest integer power is $n=1$.
- The potential is bounded if and only if $n\ge 2$. At $n=2$ its value at the nucleus is $-\alpha g^2/2$, which is also its minimum.

Finite matrix elements do not guarantee a Hamiltonian with a ground state. With $T$ the kinetic energy, $T+V_n$ is unbounded below for $1/2<n<1$. At $n=1$ it is unbounded below if and only if $\alpha g>1/4$. For $n>1$ it is bounded below.

The power $n$ multiplies the $r^{-4}$ term. The cutoff can instead be applied to the electric field, with power $m$. The one-electron energy contains the square of the field, so $n=2m$.

| Requirement | $n$ | $m=n/2$ |
|---|---|---|
| finite s-wave elements | $>1/2$ | $>1/4$ |
| stable for every $\alpha g$ | $>1$ | $>1/2$ |
| finite local-energy variance | $>5/4$ | $>5/8$ |
| bounded potential | $\ge 2$ | $\ge 1$ |
| continuous two-electron term | $>2$ | $>1$ |

The variance condition applies to a trial function that is smooth and nonzero at the nucleus.

## Behaviour at the nucleus

An electron at $\mathbf r$ produces a field of magnitude $1/r^2$ at the core. The induced dipole lowers the energy by $\alpha/2$ times the squared field, which gives $-\alpha/(2r^4)$. This expression describes an electron outside the core. The cutoff weakens its unphysical growth inside, and whether it removes that growth entirely depends on $n$.

Put $x=gr^2$ and define

$$q(x)=\frac{1-e^{-x}}{x}=\int_0^1 e^{-xs}\,ds .$$

Since $1-e^{-x}=xq(x)$ and $r^{-4}=g^2x^{-2}$,

$$V_n=-\frac{\alpha g^2}{2}\,x^{n-2}\,q(x)^n. \tag{1}$$

The integral for $q$ shows that $q(0)=1$ and that $q$ decreases as $x$ grows. Near the nucleus, therefore,

$$V_n(r)\simeq-\frac{\alpha g^n}{2}\,r^{2n-4}. \tag{2}$$

Away from the nucleus $V_n$ is continuous, and it tends to zero as $-\alpha/(2r^4)$ at large $r$. Only the limit $r\to0$ can make it unbounded. By (2) it stays bounded there exactly when $2n-4\ge0$, that is, $n\ge2$.

At $n=2$, equation (1) reduces to $V_2=-(\alpha g^2/2)q^2$. Because $q$ is positive and decreasing, the minimum is at the nucleus:

$$V_2(0)=-\frac{\alpha g^2}{2}.$$

For $n>2$ the potential vanishes at the nucleus and has its well at finite $r$. Setting the derivative of $n\ln(1-e^{-x})-2\ln x$ to zero gives

$$\frac{n e^{-x}}{1-e^{-x}}=\frac2x
\quad\Longrightarrow\quad nx=2(e^x-1).$$

There is one positive root, since $(e^x-1)/x$ rises from 1 to infinity and must equal $n/2>1$.

For code, the direct formula at $n=2$ becomes $0/0$ at the nucleus. From $q=1-x/2+x^2/6+\dots$, squaring gives

$$V_2=-\frac{\alpha g^2}{2}\left(1-gr^2+\frac{7}{12}g^2r^4+\dots\right),$$

which can be used at small $gr^2$. Elsewhere, a library function for $e^y-1$ avoids the cancellation in $1-e^{-gr^2}$.

## Finite matrix elements

Let $\phi_a(r)$ and $\phi_b(r)$ be real s functions centred on the core. The angular integral gives $4\pi$, so

$$\langle a|V_n|b\rangle=4\pi\int_0^\infty r^2\phi_a\phi_bV_n\,dr.$$

If both functions are nonzero at $r=0$, the integrand near the nucleus is a constant times $r^2r^{2n-4}=r^{2n-2}$. The integral of $r^k$ down to zero converges if and only if $k>-1$, which requires $n>1/2$.

At the borderline $n=1/2$ the integrand behaves as $\sqrt g/r$, apart from the constant prefactor. Each further decade of $r$ adds

$$\int_{\epsilon/10}^{\epsilon}\frac{\sqrt g}{r}\,dr=\sqrt g\,\ln10,$$

so the integral diverges logarithmically.

Functions of angular momentum $l$ behave as $r^l$ near the core. Their product supplies a factor $r^{2l}$, and the condition becomes $2n+2l>1$. For $l\ge1$ the elements are finite even without a cutoff. An orbital centred on another atom generally has an s component about this core, so the s-wave condition applies to it too.

### Closed forms for Gaussians

For positive $a$ and $b$,

$$\frac{e^{-ar^2}-e^{-br^2}}{r^2}=\int_a^b e^{-cr^2}\,dc .$$

Integrating over $r$ first, with $\int_0^\infty e^{-cr^2}dr=\tfrac12\sqrt{\pi/c}$, gives

$$\int_0^\infty\frac{e^{-ar^2}-e^{-br^2}}{r^2}\,dr
=\frac{\sqrt\pi}{2}\int_a^b\frac{dc}{\sqrt c}
=\sqrt\pi\left(\sqrt b-\sqrt a\right). \tag{3}$$

Take the normalized function $\phi=(p/\pi)^{3/4}e^{-pr^2/2}$, whose density has exponent $p$. The prefactor of the radial integral is

$$-\frac\alpha2\,4\pi\left(\frac p\pi\right)^{3/2}=-\frac{2\alpha p^{3/2}}{\sqrt\pi}.$$

For $n=1$, the numerator $e^{-pr^2}(1-e^{-gr^2})$ is the difference in (3) with $a=p$, $b=p+g$. For $n=2$, expand the square and group the terms:

$$e^{-pr^2}(1-e^{-gr^2})^2=
\left[e^{-pr^2}-e^{-(p+g)r^2}\right]-\left[e^{-(p+g)r^2}-e^{-(p+2g)r^2}\right].$$

Applying (3) to each bracket yields

$$\langle V_1\rangle=-2\alpha p^{3/2}\left[\sqrt{p+g}-\sqrt p\right], \tag{4}$$

$$\langle V_2\rangle=-2\alpha p^{3/2}\left[2\sqrt{p+g}-\sqrt p-\sqrt{p+2g}\right]. \tag{5}$$

For an element between normalized Gaussians $N_ae^{-ar^2}$ and $N_be^{-br^2}$, set $p=a+b$ in the square brackets and replace the prefactor by $-2\pi^{3/2}\alpha N_aN_b$, where $N_a=(2a/\pi)^{3/4}$.

## Why finite elements are not enough

### Compressing one Gaussian

For the same Gaussian, $\phi'=-pr\phi$ and $\langle r^2\rangle=3/(2p)$. Hence

$$\langle T\rangle=\frac12\int|\nabla\phi|^2d^3r=\frac{p^2}{2}\langle r^2\rangle=\frac{3p}{4}.$$

At large $p$ the density lies where (2) applies. The Gaussian moment $\langle r^k\rangle=p^{-k/2}\Gamma((k+3)/2)/\Gamma(3/2)$ with $k=2n-4$ then gives, for $n>1/2$,

$$\langle V_n\rangle\simeq-\frac{\alpha g^n}{2}\,p^{2-n}\,\frac{\Gamma(n-\frac12)}{\Gamma(\frac32)}. \tag{6}$$

For $1/2<n<1$ the attraction grows faster than $p$, and the energy falls without limit for any positive $\alpha$ and $g$. At $n=1$ the ratio of gamma functions is 2, so the total energy approaches $(3/4-\alpha g)p$. A single Gaussian thus reveals collapse for $\alpha g>3/4$. A better trial function lowers this threshold.

### The sharp threshold at $n=1$

Write an s function as $\phi=u(r)/(\sqrt{4\pi}\,r)$, so that $\langle T\rangle=\frac12\int_0^\infty u'^2dr$. Put $u=\sqrt r\,w(t)$ with $t=\ln r$, and let a dot denote $d/dt$. Then $u'=r^{-1/2}(w/2+\dot w)$ and $dr=r\,dt$, so

$$\int_0^\infty u'^2dr=\int_{-\infty}^{\infty}\left(\frac w2+\dot w\right)^2dt
=\int_{-\infty}^{\infty}\left(\frac{w^2}{4}+\dot w^2\right)dt. \tag{7}$$

The cross term $w\dot w$ is the derivative of $w^2/2$. It integrates to zero because $w$ vanishes at both ends: near the nucleus $u\propto r$ gives $w\propto\sqrt r$, and at large $r$ a localized function decays.

Since $q\le1$, $V_1\ge-\alpha g/(2r^2)$. Also $\int u^2r^{-2}dr=\int w^2dt$. Therefore

$$\langle T+V_1\rangle\ge\frac12\int\left[\dot w^2+\left(\frac14-\alpha g\right)w^2\right]dt ,$$

which is nonnegative for $\alpha g\le1/4$. Higher angular momenta add a positive centrifugal energy, so the bound covers them.

For $\alpha g>1/4$, use a shell $r_1<r<R_1=r_1e^L$ with $w=\sin[\pi\ln(r/r_1)/L]$ inside and zero outside. Equation (7) gives the kinetic quotient

$$\frac{\int u'^2dr}{\int u^2r^{-2}dr}=\frac14+\frac{\pi^2}{L^2}.$$

Choose $L$ so large that this is less than $\alpha g$. From $e^{-xs}\ge1-xs$ one has $q(x)\ge1-x/2$, so on the shell

$$\langle T+V_1\rangle\le\frac12\left[\frac14+\frac{\pi^2}{L^2}-\alpha g\left(1-\frac{gR_1^2}{2}\right)\right]\int w^2dt$$

before normalization. Now shrink $r_1$ at fixed $L$. The bracket becomes smaller than some fixed $-\delta<0$. The norm is $\int u^2dr=\int r^2w^2dt\le R_1^2\int w^2dt$, so the normalized energy is at most $-\delta/(2R_1^2)$. It tends to $-\infty$ as $R_1\to0$.

A finite Gaussian basis still returns a finite lowest eigenvalue, because all its matrix elements are finite. When $\alpha g>1/4$, that eigenvalue has no lower limit as suitable tight functions are added.

### Stability for $n>1$

For $n\ge2$ the potential is bounded, so $T+V_n$ is bounded below. For $1<n<2$, $q\le1$ gives $V_n\ge-(\alpha g^n/2)r^{-\nu}$ with $\nu=4-2n$ and $0<\nu<2$. For any $\epsilon>0$ let $r_0=\epsilon^{1/(2-\nu)}$. Inside $r_0$, $r^{-\nu}=r^{2-\nu}r^{-2}\le\epsilon r^{-2}$. Outside, $r^{-\nu}\le r_0^{-\nu}$. Thus everywhere

$$r^{-\nu}\le\frac{\epsilon}{r^2}+r_0^{-\nu}.$$

Choose $\epsilon=1/(4\alpha g^n)$. By (7) the kinetic energy is at least $\frac18\langle r^{-2}\rangle$, which cancels the singular part of the bound. What remains is $\langle T+V_n\rangle\ge-\frac12\alpha g^nr_0^{-\nu}$, a finite number.

Adding a bounded pseudopotential changes any energy expectation value by no more than a fixed amount. It cannot create or cure a collapse. Many tabulated pseudopotentials are not bounded, and this remark does not cover them. An attraction $-Z/r$ is the case $\nu=1$ of the inequality above. Part of the kinetic energy absorbs it when $n>1$, and when $n=1$ with $\alpha g<1/4$. A repulsive term that behaves as $c/r^2$ at the nucleus does matter. It adds $2c$ to the $\frac14$ in the $n=1$ argument, so the s-wave threshold becomes $\alpha g>\frac14+2c$. The s channel of the LANL2DZ potentials for Na and K has $c=3$. The value $1/4$ therefore applies when the remaining potential has no $r^{-2}$ term.

## Consequences for quantum Monte Carlo

Let the remaining potential be bounded near the nucleus, and let the trial function $\phi$ be smooth and nonzero there. The kinetic part $-\frac12\nabla^2\phi/\phi$ of the local energy is then bounded near the nucleus and cannot cancel a singularity of $V_n$. The second moment of the local energy contains

$$\int_0 r^2V_n^2\,dr\propto\int_0 r^{4n-6}\,dr,$$

which converges if and only if $4n-6>-1$, or $n>5/4$. At $n=1$ the mean energy is finite but its variance is infinite, even when $\alpha g$ is below the collapse threshold. For $5/4<n<2$ the variance is finite, although the local energy is still unbounded at the nucleus. With $n\ge2$ this source of unbounded local energy is absent.

## Several valence electrons

The core responds to the total field. With the cutoff applied to each contribution, and fields of other cores omitted,

$$V=-\frac\alpha2\left|\sum_i\mathbf F_i\right|^2,\qquad
\mathbf F_i=\frac{\mathbf r_i}{r_i^3}\left(1-e^{-gr_i^2}\right)^{n/2}.$$

The squares reproduce $V_n(r_i)$, and each pair contributes $-\alpha\,\mathbf F_i\cdot\mathbf F_j$. Near the nucleus $|\mathbf F_i|\simeq g^{n/2}r_i^{n-2}$, so the pair term is also bounded if and only if $n\ge2$.

At $n=2$ the field tends to $g\,\hat{\mathbf r}_i$. Its magnitude has a limit but its direction does not. Suppose electron 1 crosses the nucleus along the direction of $\mathbf F_2$. The pair energy is $-\alpha g|\mathbf F_2|$ on one side and $+\alpha g|\mathbf F_2|$ on the other, a jump of

$$\Delta V=2\alpha g|\mathbf F_2|. \tag{8}$$

The one-electron term is smooth at $n=2$, but the many-electron potential is bounded and discontinuous. For $n>2$ the field vanishes at the nucleus and the jump disappears. The jump does not make matrix elements diverge, since a bounded function remains integrable.

## Worked example

Take the round model parameters $\alpha=2\,a_0^3$ and $g=0.5\,a_0^{-2}$, so that $\alpha g=1$ in atomic units, and a Gaussian with $p=1\,a_0^{-2}$. They represent no particular atom.

The integral $\int_\epsilon^\infty r^{-2}e^{-pr^2}(1-e^{-gr^2})^n\,dr$, in $a_0^{-1}$, shows the three kinds of behaviour:

| $\epsilon$ ($a_0$) | $n=0$ | $n=1/2$ | $n=1$ |
|---|---|---|---|
| $10^{-2}$ | 98.24 | 3.0121 | 0.39335 |
| $10^{-3}$ | 998.23 | 4.6403 | 0.39785 |
| $10^{-4}$ | 9998.23 | 6.2684 | 0.39830 |

The middle column rises by $\sqrt{0.5}\ln10=1.628$ per decade, while the last one converges. Equations (4) and (5) give

$$\langle V_1\rangle=-4(\sqrt{1.5}-1)=-0.8990\ \text{hartree},$$

$$\langle V_2\rangle=-4(2\sqrt{1.5}-1-\sqrt2)=-0.1411\ \text{hartree}.$$

At the nucleus, $V_2(0)=-2(0.5)^2/2=-0.25$ hartree, or $-6.803$ eV. For $n=3$ the root is $gr^2=0.7627$. The well lies at $r=\sqrt{0.7627/0.5}=1.235\,a_0$ and its lowest value is $-0.0653$ hartree.

Compressing the Gaussian separates finite matrix elements from stability. Total energies $\langle T+V_n\rangle$ in hartree are:

| $p$ ($a_0^{-2}$) | $n=0.75$ | $n=1$ | $n=2$ |
|---|---|---|---|
| 1 | $-1.584$ | $-0.149$ | 0.609 |
| 10 | $-35.558$ | $-2.378$ | 7.267 |
| 100 | $-693.883$ | $-24.875$ | 74.752 |
| 1000 | $-12928.651$ | $-249.875$ | 749.750 |

The $n=1$ column follows $(3/4-1)p=-p/4$ to leading order, as (6) predicts. Expanding $\sqrt{p+g}=\sqrt p\,[1+g/(2p)-g^2/(8p^2)+\dots]$ in (4) gives $\langle V_1\rangle=-\alpha gp+\alpha g^2/4+\dots$, so a constant offset of $0.125$ hartree remains at large $p$.

The sharper threshold needs more flexible functions than one Gaussian. The radial equation was therefore solved on a grid between hard walls at $r_{\min}$ and $10\,a_0$, with $g$ unchanged and $\alpha$ varied. At $n=1$ and $\alpha g=0.5$, the lowest s level drops from $-263$ to $-2.63\times10^{4}$ hartree when $r_{\min}$ goes from $10^{-4}$ to $10^{-5}\,a_0$. This factor of 100 follows from scaling: for a state that decays over $1/\sqrt{2|E|}\le0.044\,a_0$, where $gr^2\ll1$ and the potential is proportional to $r^{-2}$, $r_{\min}$ is the only length, so the energy varies as $r_{\min}^{-2}$. One Gaussian would miss this collapse, since $0.5<3/4$.

At $n=1$ and $\alpha g=0.2$, moving the wall from $10^{-3}$ to $10^{-4}\,a_0$ changes the level only from 0.0439 to 0.0437 hartree. With $\alpha g=1$ and the same two walls, the levels are 0.0306 and 0.0305 hartree for $n=1.5$, and 0.0381 hartree in both cases for $n=2$. These positive values belong to an electron confined by the outer wall.

Finally, put electron 2 at $2\,a_0$ with $n=2$. Its field is $|\mathbf F_2|=(1-e^{-2})/4=0.2162$ atomic units. Equation (8) gives a jump of $2(2)(0.5)(0.2162)=0.432$ hartree, larger than the one-electron well depth of 0.25 hartree. For $n=3$, the difference between points $10^{-6}\,a_0$ on either side of the nucleus is $2.8\times10^{-7}$ hartree, consistent with a continuous potential.

The numerical check compares the power laws, closed forms, threshold behaviour and jump with direct evaluation.

## Numbers as computed

```
alpha = 2.00 a0^3, g = 0.50 a0^-2, p = 1.00 a0^-2
alpha*g = 1.000 (dimensionless in atomic units)
n = 0: slope of log|V| against log r at nucleus = -4.0000
n = 0.5: slope of log|V| against log r at nucleus = -3.0000
n = 1: slope of log|V| against log r at nucleus = -2.0000
n = 1.5: slope of log|V| against log r at nucleus = -1.0000
n = 2: slope of log|V| against log r at nucleus = -0.0000
n = 3: slope of log|V| against log r at nucleus = 2.0000
<V^1>, l = 0, n = 0: next-decade ratio = 10
<V^1>, l = 0, n = 0.25: next-decade ratio = 3.162
<V^1>, l = 0, n = 0.5: next-decade ratio = 1
<V^1>, l = 0, n = 0.75: next-decade ratio = 0.3162
<V^1>, l = 0, n = 1: next-decade ratio = 0.1
<V^1>, l = 0, n = 2: next-decade ratio = 0.001
<V^1>, l = 1, n = 0: next-decade ratio = 0.1
<V^2>, l = 0, n = 1: next-decade ratio = 10
<V^2>, l = 0, n = 1.25: next-decade ratio = 1
<V^2>, l = 0, n = 1.5: next-decade ratio = 0.1
n = 0.5: integral gained per decade = 1.62817 a0^-1
I = int_eps^inf r^-2 exp(-p r^2) (1-exp(-g r^2))^n dr, in a0^-1
 n = 0, eps = 1e-2, 1e-3, 1e-4 a0: 98.23755, 998.22855, 9998.22765
 n = 0.5, eps = 1e-2, 1e-3, 1e-4 a0: 3.01213, 4.64026, 6.26843
 n = 1, eps = 1e-2, 1e-3, 1e-4 a0: 0.39335, 0.39785, 0.39830
<V_1> at p = 1: quadrature -0.898979, closed form -0.898979 hartree
<V_2> at p = 1: quadrature -0.141105, closed form -0.141105 hartree
Gaussian energy T + <V_n>, hartree:
 p = 1 a0^-2: T = 0.750, n=0.75: -1.584, n=1: -0.149, n=2: 0.609
 p = 10 a0^-2: T = 7.500, n=0.75: -35.558, n=1: -2.378, n=2: 7.267
 p = 100 a0^-2: T = 75.000, n=0.75: -693.883, n=1: -24.875, n=2: 74.752
 p = 1000 a0^-2: T = 750.000, n=0.75: -12928.651, n=1: -249.875, n=2: 749.750
V_2 at nucleus = -0.250000 hartree = -6.8028 eV
V_3 well: g r^2 = 0.76269, r = 1.23506 a0, depth = -0.065293 hartree
Shell quotient for L = 10: 0.348696
Lowest s level (hartree), inner wall r_min, outer wall 10 a0:
 n = 1, alpha*g = 0.20, r_min = 1e-03, 1e-04 a0: 0.0439, 0.0437
 n = 1, alpha*g = 0.50, r_min = 1e-04, 1e-05 a0: -262.7106, -26277.2480
 n = 1.5, alpha*g = 1.00, r_min = 1e-03, 1e-04 a0: 0.0306, 0.0305
 n = 2, alpha*g = 1.00, r_min = 1e-03, 1e-04 a0: 0.0381, 0.0381
Electron 2 at 2 a0: field |F2| = 0.216166 a.u. for n = 2
Jump across nucleus: n=2: 0.432332, n=3: 2.8e-07 hartree
```
